# Equilibrium Spectrum and Relaxation of Surfaces under Conserved and Edwards-Wilkinson Dynamics

**Q.** Surface diffusion smooths with four derivatives, exchange with a vapour with two. I am told that both leave the same roughness spectrum in equilibrium. Four derivatives suppress short waves far more strongly, so how can that be?

**A.** Let us first find what equilibrium demands before any dynamics is chosen. Take a surface of height $h(\mathbf r,t)$ above a periodic square of area $A$, with small slopes, no overhangs and an isotropic stiffness $\gamma$. Expanding the surface free energy in the slope gives a constant, a linear term that integrates to zero because $h$ is periodic, and

$$F=\frac{\gamma}{2}\int|\nabla h|^2\,d^2r .$$

I use $h_{\mathbf q}=\int h\,e^{-i\mathbf q\cdot\mathbf r}d^2r$ and define the spectrum by $S(q)=\langle|h_{\mathbf q}|^2\rangle/A$. Then

$$F=\frac{\gamma}{2A}\sum_{\mathbf q}q^2|h_{\mathbf q}|^2 .$$

Since $h$ is real, $h_{-\mathbf q}=h_{\mathbf q}^*$. The pair $(\mathbf q,-\mathbf q)$ therefore holds two real variables, $h_{\mathbf q}=u+iv$, with energy $(\gamma q^2/A)(u^2+v^2)$. Each quadratic term has mean energy $kT/2$, so $\langle u^2\rangle=\langle v^2\rangle=AkT/(2\gamma q^2)$. Adding the two gives

$$S_{\rm eq}(q)=\frac{kT}{\gamma q^2},\qquad q\neq0 .$$

No rate of motion has entered. Any dynamics that has the Boltzmann weight $e^{-F/kT}$ as its stationary state must reproduce this.

**Q.** That moves the burden to the dynamics. Show me that surface diffusion really has this stationary state. Where does its smoothing term come from?

**A.** Adding one atom of volume $\Omega$ at a point changes $F$ by $\Omega\,\delta F/\delta h$. Varying $F$ and integrating once by parts gives $\delta F/\delta h=-\gamma\nabla^2h$, hence the excess chemical potential

$$\delta\mu=-\Omega\gamma\nabla^2h .$$

It is positive on a crest, where $\nabla^2h<0$, so atoms leave crests.

Let adatoms have diffusivity $D_s$ and equilibrium density $n_s$ on a flat surface, and let them be in local equilibrium with the surface beneath. Their density is then $n_se^{\delta\mu/kT}\approx n_s(1+\delta\mu/kT)$ for $|\delta\mu|\ll kT$. Fick's law gives the atomic current

$$\mathbf j=-D_s\nabla n=-\frac{J}{kT}\nabla\delta\mu,\qquad J=D_sn_s .$$

Atoms are conserved, so $\partial_th=-\Omega\nabla\cdot\mathbf j=(\Omega J/kT)\nabla^2\delta\mu$. Inserting $\delta\mu$,

$$\partial_th=-K\nabla^4h,\qquad K=\frac{J\Omega^2\gamma}{kT}.$$

**Q.** This is only smoothing. You can now pick a noise that gives the answer you want.

**A.** The hops that carry the current also make the noise, so its strength can be counted. Divide the surface into square cells of side $b$. A cell holds $n_sb^2$ adatoms on average. Each hops to a given neighbour at rate $D_s/b^2$, because hops both ways along one axis then give a mean square displacement $2(D_s/b^2)b^2t=2D_st$. The number crossing one cell edge per unit time is therefore $n_sb^2\cdot D_s/b^2=J$ in each direction.

Take a time $\tau\ll b^2/D_s$, so short that hardly any adatom hops twice. For dilute, independent adatoms the forward and backward counts are then Poisson numbers, each of variance $J\tau$. (Over longer times adatoms also hop back, but Fick's law already accounts for that.) The variance of their difference is the sum, $2J\tau$. The fluctuating volume current per unit length is $\xi=\Omega\times(\text{net count})/(b\tau)$, so

$$\langle\xi^2\rangle=\frac{\Omega^2\,2J\tau}{b^2\tau^2}=\frac{2\Omega^2J}{b^2\tau}.$$

White noise with $\langle\xi_i\xi_j\rangle=2B\,\delta_{ij}\delta(\mathbf r-\mathbf r')\delta(t-t')$, averaged over a cell and a time $\tau$, has variance $2B/(b^2\tau)$. Hence $B=\Omega^2J$, and the full equation is

$$\partial_th=-K\nabla^4h-\nabla\cdot\boldsymbol\xi,\qquad \frac BK=\frac{\Omega^2J\,kT}{J\Omega^2\gamma}=\frac{kT}{\gamma}.$$

The mobility $J$ has cancelled.

**Q.** Then do the same for the Edwards-Wilkinson equation. Its noise has no divergence in front.

**A.** Let atoms arrive from a vapour with flux $\Phi$ per unit area, all of them sticking, and leave with flux $\Phi e^{\delta\mu/kT}$. The two balance on a flat surface. To first order,

$$\partial_th=\Omega\Phi\left[1-\left(1+\frac{\delta\mu}{kT}\right)\right]=\nu\nabla^2h,\qquad \nu=\frac{\Phi\Omega^2\gamma}{kT}.$$

Arrivals and departures in a cell each have variance $\Phi b^2\tau$, together $2\Phi b^2\tau$. The height rate is $\eta=\Omega\times(\text{net count})/(b^2\tau)$, with variance $2\Omega^2\Phi/(b^2\tau)$. Writing $\langle\eta\eta\rangle=2D\,\delta(\mathbf r-\mathbf r')\delta(t-t')$, we read off

$$D=\Omega^2\Phi,\qquad \frac D\nu=\frac{kT}{\gamma}.$$

**Q.** Now put the two side by side and show me where the extra powers of $q$ go.

**A.** In both cases one Fourier mode obeys

$$\dot h_{\mathbf q}=-r_qh_{\mathbf q}+f_{\mathbf q},\qquad \langle f_{\mathbf q}(t)f_{\mathbf q}^*(t')\rangle=2AN_q\,\delta(t-t').$$

For vapour exchange $r_q=\nu q^2$ and $N_q=D$. For surface diffusion $\nabla^4\to q^4$, so $r_q=Kq^4$. The divergence gives $f_{\mathbf q}=-i\mathbf q\cdot\boldsymbol\xi_{\mathbf q}$, whose squared modulus carries $q_iq_j\delta_{ij}=q^2$, so $N_q=Bq^2$. Starting from a flat surface,

$$h_{\mathbf q}(t)=\int_0^te^{-r_q(t-s)}f_{\mathbf q}(s)\,ds .$$

In $\langle|h_{\mathbf q}|^2\rangle$ the delta function removes one of the two time integrals:

$$S(q,t)=2N_q\int_0^te^{-2r_q(t-s)}ds=\frac{N_q}{r_q}\left(1-e^{-2r_qt}\right).$$

At long times

$$\frac{N_q}{r_q}=\frac{Bq^2}{Kq^4}=\frac{B}{Kq^2}\quad\text{or}\quad\frac{D}{\nu q^2},$$

and both equal $kT/(\gamma q^2)$. Surface diffusion does damp short waves more strongly, by a factor proportional to $q^2$, but its noise also drives them more strongly by a factor proportional to $q^2$. Conversely, a long wave is hard to erase because atoms must travel far, and hard to create for the same reason.

The shared power $q^{-2}$ follows from counting derivatives. The shared amplitude needs $B/K=D/\nu$, which equilibrium at a common $T$ and $\gamma$ provides. With arbitrary coefficients the amplitudes differ.

**Q.** What would the spectrum be if I kept the fourth-order smoothing but used the plain noise $\eta$?

**A.** Then $N_q=D$ and $r_q=Kq^4$, so $S=D/(Kq^4)$, which is not the equilibrium spectrum of $F$. The three cases were tested by solving the stationary covariance equations in real space on an $8\times8$ periodic lattice with $kT=\gamma=1$ and unit mobilities. For a mode whose lattice value of $q^2$ is $2.5858$, conserved dynamics and Edwards-Wilkinson dynamics both give $S=0.3867=1/2.5858$. The mixed case gives $0.1496=1/2.5858^2$.

**Q.** And the mode $q=0$, which you excluded?

**A.** It separates the two cases. Under surface diffusion $r_0=N_0=0$, so the mean height is frozen. Under vapour exchange $r_0=0$ but $N_0=D$, so $\langle|h_0|^2\rangle/A=2Dt$ and the mean height diffuses without limit. The common spectrum concerns the shape of the surface, not its mean position.

**Q.** If a snapshot cannot tell the two mechanisms apart, what can?

**A.** Time. In equilibrium, multiply the mode equation at time $t>0$ by $h_{\mathbf q}^*(0)$ and average. Noise after time zero is uncorrelated with $h_{\mathbf q}(0)$, so the correlation obeys $\dot C=-r_qC$ and

$$C(q,t)=\frac{kT}{\gamma q^2}\,e^{-r_q|t|},\qquad r_q=Kq^4\ \text{or}\ \nu q^2 .$$

Doubling the wavelength lengthens the correlation time sixteenfold for surface diffusion and fourfold for vapour exchange.

**Q.** You put Gaussian noise in by hand, and the hop count assumed independent adatoms. Does a model of discrete atoms agree?

**A.** Consider a ring of four columns with integer heights and energy $E/kT=(\epsilon/2)\sum_i(h_i-h_{i+1})^2$. An atom leaves a column at a rate proportional to $e^{[E(h)-E(h')]/kT}$, where $h'$ is the surface without that atom. It then lands on a neighbouring column, or is exchanged with a vapour of constant arrival rate. Both moves obey detailed balance, and there is no Langevin noise.

The master equation was solved numerically at $\epsilon=0.10$ and $0.05$, and the decay rates were extrapolated linearly to weak stiffness. The ring has two distinct nonzero values of the lattice $q^2$, namely 2 and 4. In units of $\epsilon$ times the basic move rate, hopping gives decay rates $4.002$ and $16.014$, against $q^4=4$ and 16. Vapour exchange gives $2.000$ and $4.003$, against $q^2=2$ and 4. Both dynamics leave the same Boltzmann distribution stationary. At $\epsilon=0.05$ its spectrum times $\epsilon q^2$ is $0.9995$ for both modes, against 1.

**Q.** Does the total roughness then grow in the same way from a flat start?

**A.** It heads for the same spectrum, but at a different pace. Let $\Lambda$ be the largest wavenumber. On a large surface

$$W^2(t)=\int\frac{d^2q}{(2\pi)^2}S(q,t)=\frac{kT}{2\pi\gamma}\int_0^\Lambda\frac{dq}{q}\left(1-e^{-2r_qt}\right).$$

For surface diffusion put $x=2Kq^4t$, so that $dx/x=4\,dq/q$. For vapour exchange put $x=2\nu q^2t$, so that $dx/x=2\,dq/q$. With

$$\mathrm{Ein}(z)=\int_0^z\frac{1-e^{-x}}{x}dx,$$

which tends to $\ln z+\gamma_E$ for large $z$ ($\gamma_E$ is Euler's constant), this becomes

$$W^2=\frac{kT}{8\pi\gamma}\mathrm{Ein}(2K\Lambda^4t)\quad\text{or}\quad\frac{kT}{4\pi\gamma}\mathrm{Ein}(2\nu\Lambda^2t).$$

At late times both grow as $\ln t$, with half the slope for surface diffusion, because its equilibrated wavelength grows as $t^{1/4}$ rather than $t^{1/2}$. Once all waves between $q_{\min}$ and $\Lambda$ have equilibrated, the roughness in that band is the same for both:

$$W_{\rm band}^2=\frac{kT}{2\pi\gamma}\int_{q_{\min}}^{\Lambda}\frac{dq}{q}=\frac{kT}{2\pi\gamma}\ln\frac{\Lambda}{q_{\min}}.$$

**Q.** Give me numbers for something an engineer would do.

**A.** Take values in the regime of silicon smoothed by annealing in hydrogen, on an orientation that is not a facet. They are rough typical values, not data for one wafer: $T=1370$ K, $kT=0.118$ eV, $\gamma=6$ eV/nm² (about 1 J/m²), $\Omega=0.02$ nm³, $D_s=10^9$ nm²/s and $n_s=0.05$ nm⁻². Then $J=5\times10^7$ s⁻¹ and

$$K=\frac{5\times10^7\times(0.02)^2\times6}{0.118}\approx1.0\times10^6\ \text{nm}^4/\text{s}.$$

With $kT/\gamma=0.0197$ nm², the equilibrium roughness for wavelengths from 2 nm to 1 µm is

$$W_{\rm band}=\sqrt{\frac{0.0197}{2\pi}\ln500}\approx0.14\ \text{nm}.$$

For the vapour take a pressure of $3\times10^{-7}$ Torr. The kinetic flux $p/\sqrt{2\pi mkT}$, with $m$ the mass of a silicon atom, is $\Phi=0.54$ nm⁻² s⁻¹, so $\nu=0.011$ nm²/s. This assumes that atoms fly freely to and from a uniform vapour, as at low hydrogen pressure. It also counts atomic silicon only. Near atmospheric pressure two effects oppose each other. Collisions with the gas hinder the exchange at long wavelengths: for atomic silicon hardly at all at 100 nm and by roughly 40% at 10 µm. But hydrogen also forms SiH₂ and SiH₄, whose equilibrium pressures at one atmosphere exceed that of atomic silicon (SiH₂ by a factor of about 40), and they can make the exchange faster than listed here. The relaxation times $1/r_q$ are:

| Wavelength | Surface diffusion | Vapour exchange |
|---|---|---|
| 100 nm | 0.063 s | $2.3\times10^4$ s |
| 1 µm | 630 s | $2.3\times10^6$ s |
| 10 µm | $6.3\times10^6$ s | $2.3\times10^8$ s |

A 1 µm ripple thus decays by a factor $e$ in about ten minutes through surface diffusion, while a 10 µm ripple hardly changes in any practical anneal. Yet each mechanism alone would finally give the same $S_{\rm eq}$, about 500 nm⁴ at 1 µm.

From a flat start, surface diffusion gives $W=0.124$ nm after 1 s and $0.143$ nm after 600 s. Vapour exchange alone gives $0.018$ and $0.092$ nm.

**Q.** After 600 s you have 0.143 nm, more than the equilibrium value of 0.14 nm. Has it overshot?

**A.** No; the two figures cover different bands. The value $0.1395$ nm stops at 1 µm, while $W(t)$ includes all longer waves. Using the late-time form of Ein,

$$\frac{kT}{8\pi\gamma}\left[\ln(2K\Lambda^4t)+\gamma_E\right]=\frac{kT}{2\pi\gamma}\ln\left[\Lambda(2Kt)^{1/4}e^{\gamma_E/4}\right],$$

so $W(t)$ equals the equilibrium roughness of a band reaching up to the wavelength $2\pi(2Kt)^{1/4}e^{\gamma_E/4}$. At 600 s the first two factors give 1174 nm and the last is about 1.16, so this band extends to nearly 1.4 µm. Each single mode rises monotonically to its equilibrium value.

**Q.** In a real furnace both mechanisms act, and during growth more atoms arrive than leave. What survives?

**A.** Let the fluxes be $\Phi_{\rm in}$ and $\Phi_{\rm out}$, and measure height from the moving mean. Arrival does not depend on shape, so it adds noise but no damping. Independent rates and noise variances add:

$$r_q=\frac{\Omega^2\gamma q^2}{kT}\left(Jq^2+\Phi_{\rm out}\right),\qquad N_q=\Omega^2\left(Jq^2+\frac{\Phi_{\rm in}+\Phi_{\rm out}}{2}\right),$$

$$S(q)=\frac{N_q}{r_q}=\frac{kT}{\gamma q^2}\;\frac{Jq^2+(\Phi_{\rm in}+\Phi_{\rm out})/2}{Jq^2+\Phi_{\rm out}}.$$

With equal fluxes the last fraction is 1 and equilibrium returns, even though two mechanisms share the work. In vacuum, $\Phi_{\rm in}=0$, it falls to $1/2$ as $q\to0$: the damping is unchanged but half the noise is missing. With arrival and no departure, the extra term is $kT\,\Phi_{\rm in}/(2\gamma Jq^4)$, the $q^{-4}$ spectrum met above.

The ring of columns tests the vacuum case. With hop rate $0.25$ to each neighbour and loss rate 1, the fraction should be $(0.5+0.5)/(0.5+1)=0.667$ at $q^2=2$ and $(1+0.5)/(1+1)=0.750$ at $q^2=4$. The extrapolated master equation gives $0.667$ and $0.750$.

If atoms fly freely to and from the vapour, the two damping rates in the example are equal at $q=\sqrt{\Phi/J}$, a wavelength of 61 µm. Near atmospheric pressure, collisions alone would move this crossover to a longer wavelength, while transport by silicon hydrides moves it to a shorter one, so 61 µm holds only for a bare atomic vapour. Now hold $J$ and $\Phi_{\rm out}=\Phi$ fixed and raise the total arriving flux to $\Phi_{\rm in}=7$ nm⁻² s⁻¹, so that the crystal grows. The stationary spectrum rises by 0.2% at 1 µm and by 16% at 10 µm. The second figure is formal: at about 0.13 nm/s, roughly 0.8 mm would grow within a single relaxation time of that mode. The estimate also leaves out nonlinear growth terms and step-edge barriers.

**Q.** You assumed that adatoms are in local equilibrium with the surface. They join it at steps. Does the $q^4$ law survive slow attachment?

**A.** For long waves it does. Let $n_1$ be the excess adatom density and $\kappa=D_s/\ell^2$ the exchange rate with the steps, which defines a length $\ell$. Without noise,

$$\partial_tn_1=D_s\nabla^2n_1-\kappa\left(n_1-n_s\frac{\delta\mu}{kT}\right),\qquad \partial_th=\Omega\kappa\left(n_1-n_s\frac{\delta\mu}{kT}\right).$$

If adatoms adjust much faster than the height, set $\partial_tn_1=0$. For one mode $n_1=\kappa n_s(\delta\mu/kT)/(\kappa+D_sq^2)$, and the bracket becomes $-n_s(\delta\mu/kT)\,D_sq^2/(\kappa+D_sq^2)$. With $\delta\mu=\Omega\gamma q^2h$,

$$r_q=\frac{Kq^4}{1+q^2\ell^2}.$$

For $q\ell\ll1$ this is $Kq^4$. For $q\ell\gg1$ it is $(K/\ell^2)q^2$, although atoms are still conserved: diffusion then levels the adatom density quickly, and attachment sets the pace. A rate proportional to $q^2$ is therefore no proof of exchange with a vapour. The equilibrium spectrum is unaffected as long as the exchange obeys detailed balance.

With $\ell=2$ nm the slowing is 1.6% at 100 nm. At the 2 nm cutoff $q\ell=2\pi$, and the rate is about 40 times below $Kq^4$, so the simple law should not be used there.

**Q.** What else could spoil the linear theory for these numbers?

**A.** The thermal fluctuations have mean squares

$$\langle|\nabla h|^2\rangle=\int_0^\Lambda\frac{q\,dq}{2\pi}\frac{kT}{\gamma}=\frac{kT\Lambda^2}{4\pi\gamma},\qquad \langle(\nabla^2h)^2\rangle=\int_0^\Lambda\frac{q^3dq}{2\pi}\frac{kT}{\gamma}=\frac{kT\Lambda^4}{8\pi\gamma}.$$

The rms slope is $0.12$, and the rms of $\delta\mu/kT=-(\Omega\gamma/kT)\nabla^2h$ is $0.28$. In $e^x=1+x+x^2/2+\dots$ the first neglected term is then about 14% of the linear one when $x$ equals its rms value; the ratio of the rms values of the two terms is about 24%. It comes from the shortest waves: since the rms of $\delta\mu$ scales as $\Lambda^2$, a cutoff at 20 nm would make this ratio a hundred times smaller. Long waves feel the short ones mainly on average. Averaging $e^x$ alone over the short waves gives $e^{0.28^2/2}\approx1.04$, but this is no speed-up. The energy released on removing one atom is $\delta\mu$ minus a self-energy $\Omega^2\gamma\Lambda^4/(16\pi)=0.039\,kT$, and this term, which detailed balance requires, cancels the factor exactly. No such correction arises if $n_s$ and $\Phi$ are read as values on the equilibrium surface.

The crystal also prefers heights that are multiples of the layer height $a$. To first order in a pinning energy proportional to $\cos(2\pi h/a)$, its Gaussian average is

$$\left\langle\cos\frac{2\pi h}{a}\right\rangle=e^{-2\pi^2W^2/a^2}=\left(\frac{q_{\min}}{\Lambda}\right)^{\pi kT/(\gamma a^2)},$$

where the band roughness was inserted. A region of size $L\sim1/q_{\min}$ therefore has a pinning energy proportional to $L^{2-\pi kT/(\gamma a^2)}$. It fades at large scale if the exponent $\pi kT/(\gamma a^2)$ exceeds 2. For $a=0.14$ nm and the assumed $\gamma$ it is 3.2, so pinning fades for these inputs. The margin rests on the guessed stiffness: $\gamma=9.5$ eV/nm² (1.5 J/m²) already gives 2.0. The estimate should not be read as a statement about Si(001), which has about this layer height but is reported to roughen only near 1200 °C, above the temperature used here. The outcome depends on the orientation through $a$ and $\gamma$: with the same $\gamma$, a layer height above 0.18 nm would put the exponent below 2. On a facet pinning wins, and the $q^{-2}$ spectrum does not extend to long waves.

**Q.** Real crystals are anisotropic. How far does that, or a poor value of $J$, move your results?

**A.** With stiffnesses $\gamma_x$ and $\gamma_y$, equipartition gives $S=kT/(\gamma_xq_x^2+\gamma_yq_y^2)$ for either dynamics. Putting $u=\tan\theta$, the angular average that enters $W^2$ is

$$\frac1{2\pi}\int_0^{2\pi}\frac{d\theta}{\gamma_x\cos^2\theta+\gamma_y\sin^2\theta}=\frac{2}{\pi}\int_0^\infty\frac{du}{\gamma_x+\gamma_yu^2}=\frac1{\sqrt{\gamma_x\gamma_y}} .$$

Doubling one stiffness lowers $W_{\rm band}$ from $0.14$ to $0.12$ nm.

The least certain input is $J$, since adsorbed hydrogen and the surface structure alter both $D_s$ and $n_s$. At fixed $T$ and $\gamma$, a tenfold smaller $J$ lengthens the 1 µm relaxation time from about 10 minutes to nearly 2 hours and leaves $W_{\rm band}$ unchanged. Facets are the more serious departure, because they invalidate both the spectrum and the linear decay law.

For an etched surface with initial spectrum $S_0(q)$, the decaying initial part adds to the thermal part:

$$S(q,t)=S_0(q)e^{-2r_qt}+S_{\rm eq}(q)\left(1-e^{-2r_qt}\right).$$

On a non-faceted surface, more annealing time therefore extends the smoothing to longer waves, but does not lower the thermal floor set by $kT/\gamma$. The numerical output below lists the values used.

## Values computed for the example and the checks

```
MICROSCOPIC RING (dimensionless, extrapolated)
conserved rates at k^2=2, 4: 4.002, 16.014
vapour rates at k^2=2, 4: 2.000, 4.003
rate exponents, conserved and vapour: 4.001, 2.002
equilibrium S*eps*k^2 at k^2=2, 4: 0.9995, 0.9995
vacuum-loss S*eps*k^2, ring: 0.667, 0.750
vacuum-loss S*eps*k^2, formula: 0.667, 0.750
LANGEVIN LATTICE 8x8 (dimensionless)
k^2 of the test mode: 2.5858
S conserved, EW, wrong noise: 0.3867, 0.3867, 0.1496
EXAMPLE INPUTS (rough typical values)
temperature: 1370 K; kT: 0.1181 eV
stiffness: 6.0 eV/nm^2 = 0.96 J/m^2
atomic volume: 0.020 nm^3; layer height: 0.14 nm
adatom diffusivity: 1.0e+09 nm^2/s; density: 0.05 nm^-2
vapour pressure: 3.0e-07 Torr; growth flux: 7.0 nm^-2 s^-1
step exchange length: 2.0 nm
wavelength band: 2 to 1000 nm; cutoff: 3.1416 nm^-1
EXAMPLE RESULTS
J = D_s n_s: 5.00e+07 s^-1; kT/gamma: 0.01968 nm^2
K: 1.016e+06 nm^4/s; vapour flux: 0.537 nm^-2 s^-1; nu: 1.092e-02 nm^2/s
equilibrium rms roughness in the band: 0.1395 nm
wavelength 100 nm: S_eq 4.984e+00 nm^4, 1/(K q^4) 6.312e-02 s, 1/(nu q^2) 2.319e+04 s
wavelength 1000 nm: S_eq 4.984e+02 nm^4, 1/(K q^4) 6.312e+02 s, 1/(nu q^2) 2.319e+06 s
wavelength 10000 nm: S_eq 4.984e+04 nm^4, 1/(K q^4) 6.312e+06 s, 1/(nu q^2) 2.319e+08 s
from flat, 1 s: W conserved 0.1241 nm, W vapour only 0.0179 nm
from flat, 600 s: W conserved 0.1429 nm, W vapour only 0.0923 nm
wavelength 2 pi (2Kt)^(1/4) at 600 s: 1174 nm
NEGLECTED EFFECTS
wavelength of equal K q^4 and nu q^2: 60.6 um
S/S_eq at 1000 nm: growth 1.0016, vacuum 0.9999
S/S_eq at 10000 nm: growth 1.1594, vacuum 0.9868
rms thermal slope up to the cutoff: 0.124
rms chemical potential / kT up to the cutoff: 0.281
adatom storage K q^2/D_s at the cutoff: 0.0100
slowing by step exchange at 100 nm: factor 1.0158
W if one stiffness is doubled: 0.1173 nm
pinning exponent (irrelevant above 2): 3.154
```
